# Particle-hole symmetry and the midgap cotunnelling node of benzene

A one-electron model of benzene says that two contacts in meta position transmit nothing at the middle of the gap. The repulsion between two π electrons on one carbon atom is, however, several times larger than the hopping between neighbours, and a current through the closed-shell molecule passes through states with one electron too many or too few, whose correlated wavefunctions are not single orbitals. The one-electron argument then gives no reason to trust the zero: interactions might fill it in, or move it by an amount that only a many-body calculation for each molecule could reveal. What protects it is a symmetry of the interacting Hamiltonian, and its conditions show when the protection is lost.

Consider $M$ orbitals, one per site, with the Pariser-Parr-Pople (PPP) Hamiltonian

$$H=\sum_{ij\sigma}h_{ij}\,d^\dagger_{i\sigma}d_{j\sigma}+\tfrac12\sum_{ij}V_{ij}(n_i-1)(n_j-1),\qquad n_i=\sum_\sigma d^\dagger_{i\sigma}d_{i\sigma}.$$

The matrix $h$ is Hermitian and $V$ is real and symmetric, with $V_{ii}=U_i$. Each site carries a sign $s_i=\pm1$, its sublattice, and $h_{ij}$ is nonzero only if $s_is_j=-1$; in particular $h_{ii}=0$. The $-1$ beside each $n_i$ is the core charge that neutralizes one electron per site. Since $n_i^2=n_i+2n_{i\uparrow}n_{i\downarrow}$, the diagonal interaction is $U_in_{i\uparrow}n_{i\downarrow}-\tfrac12U_in_i+\tfrac12U_i$: the usual Hubbard repulsion and a site energy $-\tfrac12U_i$. If all $U_i$ are equal, this site energy only fixes the energy zero; if they differ, it is a real part of the model and the symmetry below needs it. Energies $E$ of lead electrons are counted from the zero of this Hamiltonian, called midgap below.

Let the ground state $|0\rangle$, of energy $E_0$, hold $M$ electrons and be nondegenerate. As $H$ is invariant under spin rotations, $|0\rangle$ is a singlet. Let adding or removing an electron cost a positive energy at $E=0$, and keep $E$ inside this gap. The left lead couples to site $l$ and the right lead to site $r$:

$$H_T=\tau_L\sum_{k\sigma}(d^\dagger_{l\sigma}c_{k\sigma}+\text{h.c.})+\tau_R\sum_{q\sigma}(d^\dagger_{r\sigma}c_{q\sigma}+\text{h.c.}).$$

At second order an electron goes from left state $k$ to right state $q$, both of energy $E$, and the molecule returns to $|0\rangle$. Spin conservation then makes the electron keep its spin, so the spin index is dropped. There are two orderings. If the electron first enters at $l$, the lead has lost energy $E$ in the intermediate state, and the amplitude is $\tau_L\tau_R$ times

$$\langle c_q^\dagger\,d_r\,(E+E_0-H)^{-1}d_l^\dagger\,c_k\rangle=\langle c_q^\dagger c_k\rangle\,\langle0|d_r(E+E_0-H)^{-1}d_l^\dagger|0\rangle ,$$

because $c_k$ passes two molecular operators and gains no sign. If instead a molecular electron first leaves at $r$, both $k$ and $q$ are occupied in the intermediate state. The lead energy has risen by $E$, and the denominator is $E_0-E-H$. The operators now stand in the order $d_l^\dagger c_k\,c_q^\dagger d_r$. Exchanging $c_k$ and $c_q^\dagger$ gives one minus sign, and moving the pair $c_q^\dagger c_k$ to the front gives none:

$$-\langle0|d_l^\dagger(E_0-E-H)^{-1}d_r|0\rangle=\langle0|d_l^\dagger(E-E_0+H)^{-1}d_r|0\rangle .$$

With the lead factor $\langle c_q^\dagger c_k\rangle=1$, the amplitude is $\tau_L\tau_RG_{rl}(E)$, where

$$G_{rl}=G^p_{rl}+G^h_{rl},$$
$$G^p_{rl}(E)=\langle0|d_r(E+E_0-H)^{-1}d_l^\dagger|0\rangle,\qquad G^h_{rl}(E)=\langle0|d_l^\dagger(E-E_0+H)^{-1}d_r|0\rangle .$$

The particle and hole paths lead to the same final state, so their amplitudes are added before squaring.

In units with $\hbar=1$ the golden rule gives the rate $2\pi|\tau_L\tau_RG_{rl}|^2\delta(\varepsilon_k-\varepsilon_q)$. Summing over lead states of density $\rho_L,\rho_R$ per spin and subtracting the reverse process gives $\int dE\,2\pi\rho_L\rho_R\tau_L^2\tau_R^2|G_{rl}|^2(f_L-f_R)$, with $f$ the Fermi functions. With $\Gamma=2\pi\tau^2\rho$ for each contact the prefactor is $\Gamma_L\Gamma_R/2\pi$. Restoring $\hbar$ and the charge, adding the two equal spin contributions and expanding in the voltage gives the linear conductance

$$g=\frac{2e^2}{h}\int dE\left(-\frac{\partial f}{\partial E}\right)\Gamma_L\Gamma_R|G_{rl}(E)|^2 ,$$

which at zero temperature is the integrand's factor $\Gamma_L\Gamma_R|G_{rl}|^2$ at the Fermi energy, times $2e^2/h$. The integral is taken over energies inside the gap. This is the leading order in $\Gamma$, valid when $\Gamma$ is small compared with the distance to the charged states and $k_BT$ is so far below that distance that lead electrons or holes thermally excited to the charged states carry negligible current. It covers elastic transport; a bias above the lowest neutral excitation energy opens inelastic channels, to which the result below does not apply.

The symmetry exchanges electrons and holes. For a mode $a=(i,\sigma)$ let $\gamma_a=d_a+d_a^\dagger$, so that $\gamma_a^2=1$. Using $d_a^2=0$,

$$\gamma_ad_a\gamma_a=d_a^\dagger d_a(d_a+d_a^\dagger)=d_a^\dagger d_ad_a^\dagger=d_a^\dagger,\qquad \gamma_bd_a\gamma_b=-d_a\quad(b\ne a).$$

The product $W$ of all $2M$ operators $\gamma_a$ therefore turns $d_a$ into $d_a^\dagger$ with $2M-1$ minus signs: $Wd_aW^{-1}=-d_a^\dagger$. Next let $P=(-1)^{N_+}$, where $N_+$ counts the electrons on sites with $s_i=+1$. It reverses $d^\dagger_i$ on those sites and leaves the others alone, so $Pd_i^\dagger P^{-1}=-s_id_i^\dagger$. Finally let $K$ be complex conjugation in the occupation basis, where the $d_a$ are real matrices. The operator $S=PWK$ is antiunitary and satisfies

$$S\,d_{i\sigma}S^{-1}=s_i\,d^\dagger_{i\sigma},\qquad S\,z\,S^{-1}=z^*\ \text{for a number }z .$$

Apply it to a hopping term. The sublattice condition gives $s_is_j=-1$, and operators on different sites anticommute, so

$$S\,h_{ij}d_i^\dagger d_jS^{-1}=h_{ij}^*s_is_j\,d_id_j^\dagger=-h^*_{ij}d_id_j^\dagger=h_{ij}^*d_j^\dagger d_i=h_{ji}d_j^\dagger d_i .$$

This is another term of the same sum, so the hopping is restored, also when a magnetic flux makes $h$ complex. For the charges, $Sn_iS^{-1}=\sum_\sigma d_{i\sigma}d_{i\sigma}^\dagger=2-n_i$. Hence $n_i-1$ changes sign, the product of two such factors does not, and $SHS^{-1}=H$ for any real $V_{ij}$, however long its range.

The core charges matter here. Expanding the interaction produces the linear term $-\sum_i(\sum_jV_{ij})n_i$. Without it each site would have an extra energy $\sum_jV_{ij}$ relative to the symmetric model. On a regular ring this is the same for all sites and merely shifts midgap; on a molecule with inequivalent sites it would break the symmetry.

Since $S$ takes $N$ electrons to $2M-N$, it maps the half-filled sector onto itself. It commutes with $H$, and the ground state is nondegenerate, so $S|0\rangle$ is $|0\rangle$ up to a phase. An antiunitary operator conjugates inner products, $\langle Sa|Sb\rangle=\langle a|b\rangle^*$. For any linear operator $X$ the phase cancels and

$$\langle0|X|0\rangle=\langle0|SXS^{-1}|0\rangle^*=\langle0|(SXS^{-1})^\dagger|0\rangle .$$

Take $X=d_r(E+E_0-H)^{-1}d_l^\dagger$ with real $E$. Then $SXS^{-1}=s_rs_l\,d_r^\dagger(E+E_0-H)^{-1}d_l$, and its adjoint has $d_l^\dagger$ on the left and $d_r$ on the right:

$$G^p_{rl}(E)=s_rs_l\langle0|d_l^\dagger(E+E_0-H)^{-1}d_r|0\rangle=-s_rs_l\langle0|d_l^\dagger(-E-E_0+H)^{-1}d_r|0\rangle=-s_rs_l\,G^h_{rl}(-E).$$

Replacing $E$ by $-E$ and multiplying by $-s_rs_l$ gives $G^h_{rl}(E)=-s_rs_lG^p_{rl}(-E)$. The sum of the two relations is

$$\boxed{G_{rl}(E)=-s_rs_l\,G_{rl}(-E)}$$

For sites on one sublattice $s_rs_l=1$, so $G_{rl}(0)=-G_{rl}(0)=0$, and the leading-order zero-temperature conductance vanishes at midgap. The route through an extra electron and the route through a missing one have equal strength there and opposite sign. For opposite sublattices the two parts are equal and add. The sum need not be large, since each part may itself vanish for another reason. The proof uses no spatial symmetry, no equality of bonds and no time reversal.

The one-electron limit shows what is being preserved. For $V=0$ the particle part sums over empty orbitals and the hole part over filled ones, and together they form $G(E)=(E-h)^{-1}$. At midgap $G(0)=-h^{-1}$, and the inverse of a matrix that joins opposite sublattices also joins opposite sublattices. In a six-site ring with hopping $t$, each site is coupled to two of the three sites of the other sublattice and not to the one across the ring. The block of $h$ is thus $t(J-\Pi)$, where $J$ is the $3\times3$ matrix of ones and the permutation $\Pi$ pairs opposite sites. With $J^2=3J$ and $J\Pi^T=\Pi J=J$,

$$(J-\Pi)(\tfrac12J-\Pi^T)=\tfrac32J-J-\tfrac12J+1=1 .$$

Hence $G(0)=-1/(2t)$ for ortho contacts, $+1/(2t)$ for para and zero for meta.

For benzene with interactions I take round PPP parameters: $t=-0.09$ hartree, $U=0.41$ hartree, bond length 2.64 bohr, the Ohno form $V_{ij}=U/\sqrt{1+(UR_{ij})^2}$ in atomic units, and $\Gamma=0.001$ hartree at each contact. The ratio $U/|t|$ is 4.6. Exact diagonalization treats all correlation within this model, but the σ electrons, vibrations and image charges in the leads are left out.

Comparing all electron numbers confirms that the half-filled singlet is the unique ground state at midgap. Adding and removing an electron both cost 0.2116 hartree, as they must because $S$ maps seven electrons to five. The charge gap is twice this, 0.4232 hartree or 11.5 eV. The midgap amplitudes, in inverse hartree and as particle part plus hole part, are

$$\begin{aligned}\text{ortho:}&\quad 1.2375+1.2375=2.4750,\\ \text{meta:}&\quad 0.2569-0.2569=0,\\ \text{para:}&\quad -0.9800-0.9800=-1.9599.\end{aligned}$$

The meta zero is a cancellation of two finite contributions. For para contacts $g=(0.001\times1.960)^2=3.84\times10^{-6}$ in units of $2e^2/h$, or $2.98\times10^{-10}$ siemens; for ortho it is $6.13\times10^{-6}$, or $4.75\times10^{-10}$ siemens. Without interactions both would be $(0.001\times5.556)^2=3.09\times10^{-5}$. In this model the interaction thus lowers the para conductance by a factor of 8 and the ortho conductance by a factor of 5, and lifts their equality, while the meta node stays in place.

For real $h$ the meta amplitude is a real odd function of $E$ inside the gap. The number of its sign changes is therefore odd, and the theorem does not limit it to one. A scan over 98% of the gap finds one for meta, at midgap, and none for ortho or para. Near a simple node $G_{rl}(E)\approx G'_{rl}(0)E$, and the conductance is quadratic in the distance from midgap. The computed slope is 3.964 hartree$^{-2}$. At $E=0.02$ hartree this predicts $(0.001\times3.964\times0.02)^2=6.29\times10^{-9}$, against $6.45\times10^{-9}$ from the full amplitude. At 0.10 hartree it predicts $1.57\times10^{-7}$, half of the full $3.17\times10^{-7}$, so the parabola holds only near the centre.

Warm leads sample both sides of the node. With $x=E/k_BT$ and $f=1/(e^x+1)$, integration by parts gives

$$\int_{-\infty}^{\infty}x^2\left(-\frac{df}{dx}\right)dx=4\int_0^\infty\frac{x\,dx}{e^x+1}=4\sum_{n\ge1}\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}{3},$$

$$g\approx\frac{2e^2}{h}\,\Gamma_L\Gamma_R\,|G'_{rl}(0)|^2\,\frac{\pi^2(k_BT)^2}{3}.$$

At 300 K, $k_BT=9.50\times10^{-4}$ hartree. This is far below the lowest neutral excitation, 0.134 hartree, so the molecule stays in its ground state. The formula gives $4.67\times10^{-11}$ in units of $2e^2/h$, and direct quadrature agrees to 0.1%. This is about $10^{-5}$ of the para value, for a Fermi energy at midgap. Nothing pins the Fermi energy of a real electrode there, and the contrast falls quickly with the offset: in this model the meta conductance is $1.6\times10^{-3}$ of the para one at $E=0.02$ hartree and $10^{-2}$ at $0.05$ hartree. It is the leading order in $\Gamma$ only; terms of higher order are not calculated here, so it is not a prediction of the total.

The amplitude with its two orderings was tested without using its formula on both sides. Two probe orbitals at midgap energy, sharing one extra electron, were attached with coupling $\tau=0.002$ hartree to the ends of a four-site open chain. At second order the extra electron moves between them with amplitude $\tau^2G_{rl}(0)$. The ends are mirror images, so the two positions have equal energy and the levels split by $2\tau^2|G_{rl}(0)|=1.830\times10^{-5}$ hartree. Diagonalizing chain and probes together gives $1.831\times10^{-5}$. With the second probe moved to a site on the first one's sublattice, the splitting drops to $7\times10^{-9}$ hartree. The conductance prefactor was tested at $V=0$ by matching scattering waves in the leads; the two results agree to 0.02% or better for all three contact positions, with meta taken at $E=0.02$ hartree.

To separate the symmetry from the hexagonal shape, the ring was given unequal complex hoppings, weak bonds across the ring and random changes of every $V_{ij}$. The largest same-sublattice $|G(0)|$ remained at rounding level, about $5\times10^{-15}$ hartree$^{-1}$, while the largest opposite-sublattice value was 3.2 hartree$^{-1}$.

The node can leave midgap when a term violates $SHS^{-1}=H$. Not every such term moves it: with energies $+\varepsilon$ and $-\varepsilon$ on the two meta contact sites of benzene, $S$ combined with the mirror that exchanges these sites is still a symmetry, and for real $h$ it keeps the node at midgap. An equal energy $\varepsilon$ on every site is harmless: it adds $\varepsilon N$ to $H$ and moves the whole pattern, node included, to $E=\varepsilon$. An energy of 0.01 hartree on the single site between the meta contacts is different. It gives $G(0)=0.0552$ hartree$^{-1}$, and the undisturbed slope then places the node near $-0.0552/3.964=-0.0139$ hartree, where it is indeed found. Hopping of 0.01 hartree between second neighbours, which joins equal sublattices, gives $G(0)=0.128$ hartree$^{-1}$ and a node at $-0.0327$ hartree. In both cases the node is displaced, not removed, but a lead whose Fermi energy stays at $E=0$ no longer meets it. The node survives here because the term is small and $h$ is real, so that $G$ is real and still changes sign near midgap. A large term can push it out of the gap, and with complex $h$ the real and imaginary parts of $G$ need not vanish at the same energy, so the node is in general filled in.

The other condition is a nondegenerate ground state. Take a three-site open chain with three electrons. States of spin 3/2 have one electron on each site and energy zero, because the Pauli principle blocks all hopping; hopping lowers the doublets below this, so the ground state is a doublet. As $S$ takes $N_\sigma$ to $M-N_\sigma$, it turns the spin-up member, with occupations $(2,1)$, into the spin-down member, $(1,2)$. The steps above now relate amplitudes in two different states. Rotating the spin back gives $G_{\uparrow,rl}(E)=-s_rs_lG_{\downarrow,rl}(-E)$, both taken in the spin-up member. Between the chain ends, which share a sublattice, the values at midgap are $-2.72$ and $+2.72$ hartree$^{-1}$. Their average vanishes, but the two spins carry current separately, and the conductance contains $|G_\uparrow|^2+|G_\downarrow|^2$. With the same $\Gamma$ the part without spin flip is $(0.001\times2.72)^2=7.4\times10^{-6}$ in units of $2e^2/h$, larger than the para conductance of benzene. This is again the leading order in $\Gamma$. Where lead electrons couple antiferromagnetically to a free spin, as at the ends of this chain, higher orders grow as the temperature falls (the Kondo effect), so the value does not extend to zero temperature. Particle-hole symmetry of the Hamiltonian is thus not sufficient by itself; the proof also needs a ground state that shares it. The numerical output below lists the values used here.

## Computed values

```
hopping -0.09 hartree, U 0.41 hartree, bond 2.64 bohr, gamma 0.001 hartree
Ohno V ortho, meta, para (hartree): 0.27822 0.19296 0.17194
states with 6 electrons, Sz=0: 400; with 7 or 5, one spin channel: 300
ground-state energy of the model: -0.532459 hartree
electron addition energy from midgap: 0.211577 hartree
electron removal energy from midgap: 0.211577 hartree
full charge gap: 0.423154 hartree = 11.515 eV
lowest neutral excitation: 0.134360 hartree
midgap amplitudes (1/hartree): particle part, hole part, sum
  ortho: +1.237515 +1.237515 +2.475030
  meta: +0.256852 -0.256852 +0.000000
  para: -0.979955 -0.979955 -1.959911
largest same-sublattice |G(0)|, rounding only: 1.7e-14 1/hartree
conductance (2e^2/h) at E (hartree): ortho, meta, para
  E=0.00: 6.1258e-06 0.0000e+00 3.8413e-06
  E=0.02: 6.2112e-06 6.4478e-09 3.9307e-06
  E=0.05: 6.6938e-06 4.6193e-08 4.4497e-06
  E=0.10: 9.0467e-06 3.1695e-07 7.2904e-06
midgap ortho conductance: 4.7463e-10 siemens
midgap para conductance: 2.9762e-10 siemens
nodes inside the gap, ortho: 0 at [] hartree
nodes inside the gap, meta: 1 at [0] hartree
nodes inside the gap, para: 0 at [] hartree
slope of meta amplitude at midgap: 3.96430 1/hartree^2
kT at 300 K: 9.500435e-04 hartree
smeared meta conductance: quadrature 4.6703e-11, quadratic law 4.6666e-11 (2e^2/h)
probe coupling 0.002 hartree; chain-end splitting: exact 1.831397e-05, 2 tau^2 |G| 1.830435e-05 hartree
same-sublattice probe splitting: 6.85e-09 hartree
no interaction: scattering waves, cotunnelling formula (2e^2/h)
  ortho at E=0.00 hartree: 3.08637e-05 3.08642e-05
  para at E=0.00 hartree: 3.08637e-05 3.08642e-05
  meta at E=0.02 hartree: 4.31098e-07 4.31183e-07
no interaction, midgap G ortho, para (1/hartree): +5.55556 -5.55556
disordered ring with flux: largest |G(0)| same sublattice 4.7e-15, opposite 3.1985 1/hartree
  symmetry operator: largest change of H 0.0e+00 hartree, ground-state overlap 1.0000000000
symmetry broken by 0.01 hartree: meta G(0) (1/hartree), nearest node (hartree)
  energy of the site between the contacts: +0.05516 -0.013942
  second-neighbour hopping: +0.12786 -0.032734
three-site doublet, end-to-end G(0): spin up -2.71994, spin down +2.71994 1/hartree
```
